# Focusing of Collisions Along a Row of Equal Hard Spheres

## Theorem

Equal, smooth, elastic spheres of diameter \(R\) rest with their centres on a straight line, a distance \(D>R\) apart. One sphere leaves its site at an angle \(\theta\) to the row, \(0<\theta<\pi/2\), and strikes the next. A hit below grazing requires \(\sin\theta<R/D\). The struck sphere then leaves on the other side of the row, at an angle \(\theta'\) given by

\[
\sin(\theta+\theta')=\frac DR\sin\theta . \tag{1}
\]

For small angles,

\[
\theta'=\left(\frac DR-1\right)\theta , \tag{2}
\]

and small angles shrink from hop to hop if and only if

\[
D<2R . \tag{3}
\]

Both \(\theta\) and \(\theta'\) are magnitudes; the direction of motion alternates between the two sides of the row. Since \(R\) is a diameter, two centres are a distance \(R\) apart at contact. The motion is classical, each target is at rest on its site when struck, and neighbouring rows are absent. Below, \(a=D/R>1\) and \(\Lambda=a-1\).

## Lemma 1: the point of contact

Put the striker's site at the origin, the target at \((D,0)\), and let the striker move upwards at angle \(\theta\). After a path \(s\) its centre is at \((s\cos\theta,s\sin\theta)\). Contact means

\[
(D-s\cos\theta)^2+s^2\sin^2\theta=R^2
\quad\Longrightarrow\quad
s^2-2sD\cos\theta+D^2-R^2=0 .
\]

The first contact is the smaller root,

\[
s=D\cos\theta-\sqrt{R^2-D^2\sin^2\theta}. \tag{4}
\]

The root is real and the hit is not grazing when \(\sin\theta<R/D\). Both roots are positive, because their product \(D^2-R^2\) and their sum \(2D\cos\theta\) are positive.

## Lemma 2: the direction after impact

Smooth spheres exert a force only along the line of centres. The unit vector from striker to target is

\[
\mathbf n=\frac1R\,(D-s\cos\theta,\,-s\sin\theta).
\]

Momentum conservation with equal masses gives the target a velocity \(J\mathbf n\) and leaves the striker with \(\mathbf v-J\mathbf n\). Energy conservation requires

\[
v^2=|\mathbf v-J\mathbf n|^2+J^2=v^2-2J\,\mathbf v\cdot\mathbf n+2J^2 .
\]

The root \(J=0\) means no collision; the other is \(J=\mathbf v\cdot\mathbf n\). With (4),

\[
\frac{\mathbf v\cdot\mathbf n}{v}=\frac{D\cos\theta-s}{R}
=\frac{\sqrt{R^2-D^2\sin^2\theta}}{R}>0 . \tag{5}
\]

The target therefore moves along \(+\mathbf n\), below the row, with

\[
\sin\theta'=\frac{s\sin\theta}{R},\qquad
\cos\theta'=\frac{D-s\cos\theta}{R}. \tag{6}
\]

## Proof of the theorem

Use the addition formula and insert (6):

\[
\sin(\theta+\theta')
=\frac{\sin\theta\,(D-s\cos\theta)+\cos\theta\,(s\sin\theta)}{R}
=\frac{D\sin\theta}{R}.
\]

The terms in \(s\) cancel, which proves (1). The angle between \(\mathbf v\) and \(\mathbf n\) is \(\theta+\theta'\), and (5) shows that its cosine is positive. Hence \(\theta+\theta'<\pi/2\), and the principal arcsine applies:

\[
\theta'=\arcsin(a\sin\theta)-\theta . \tag{7}
\]

With \(\sin\theta=\theta-\theta^3/6+\dots\) and \(\arcsin z=z+z^3/6+\dots\),

\[
\theta'=(a-1)\theta+\frac{a(a^2-1)}6\,\theta^3+\dots \tag{8}
\]

The first term is (2). The struck sphere starts from its own site, so the same map applies again, and in the linear regime \(\theta_n=\Lambda^n\theta_0\).

If \(1<a<2\), then \(0<\Lambda<1\) and small angles shrink. If \(a\ge2\), a hit requires \(\sin\theta<1/a\le1/2\), so \(2\theta<\pi/2\). Also \(a\sin\theta>2\sin\theta\cos\theta=\sin2\theta\). Taking the arcsine in (7) gives \(\theta'>\theta\), so every hit defocuses. This includes \(D=2R\), where the linear factor is 1 but (8) gives \(\theta'=\theta+\theta^3+\dots\). This proves (3). \(\square\)

The geometry shows what competes. A moving sphere drifts sideways by about \((D-R)\theta\) before contact. This offset tilts the line of centres, whose length is \(R\), by \((D-R)\theta/R\). Large spheres leave a short flight and a long lever, and both reduce the new angle. As \(D\to R\) the flight disappears and \(\theta'\to0\).

## Corollary 1: finite angles

For \(\sqrt2<a<2\), hits satisfy \(\sin\theta<1/a<1/\sqrt2\), so \(2\theta<\pi/2\). By (7), \(\theta'<\theta\) is then equivalent to \(a\sin\theta<\sin2\theta\), or

\[
\cos\theta>\frac{D}{2R},\qquad
\theta<\theta_c=\arccos\frac D{2R}. \tag{9}
\]

Starting below \(\theta_c\), the angles form a decreasing positive sequence. Its limit must be a fixed point of (7), and the only one below \(\theta_c\) is zero. The row therefore focuses completely. Between \(\theta_c\) and the grazing angle, a hop increases the angle.

For \(1<a\le\sqrt2\), every hit below grazing is focused. If \(\theta<\pi/4\), then \(\cos\theta>1/\sqrt2\ge a/2\), and the argument above applies. If \(\theta\ge\pi/4\), then \(\arcsin(a\sin\theta)<\pi/2\le2\theta\), so again \(\theta'<\theta\).

## Corollary 2: energy carried along the row

The target's speed is \(v\cos(\theta+\theta')\). With (1), its energy is

\[
E'=E\cos^2(\theta+\theta')=E\,(1-a^2\sin^2\theta). \tag{10}
\]

The rest stays with the striker as motion perpendicular to the line of centres. For a focusing row and small \(\theta_0\), the total fraction lost is, to order \(\theta_0^2\),

\[
\sum_{n=0}^{\infty}a^2\Lambda^{2n}\theta_0^2
=\frac{a^2\theta_0^2}{1-\Lambda^2}
=\frac{a^2\theta_0^2}{a(2-a)}
=\frac{D\,\theta_0^2}{2R-D}. \tag{11}
\]

Here \(1-\Lambda^2=(1-\Lambda)(1+\Lambda)=(2-a)a\). The loss is finite because the angles decrease geometrically. Near \(D=2R\) the denominator becomes small, and the small-angle sum needs correspondingly smaller \(\theta_0\).

## Proposition: a diameter for real atoms

Atoms have no fixed diameter. Let two atoms of mass \(m\) repel with \(V(r)=A e^{-r/b}\), and let one strike the other, at rest, with energy \(E=mv^2/2\). The reduced mass is \(m/2\), so the energy of relative motion is \(mv^2/4=E/2\). In a head-on collision the closest approach satisfies

\[
V(r_c)=\frac E2,\qquad r_c=b\ln\frac{2A}{E}.
\]

Energy conservation for the relative motion is

\[
\dot r^2=v^2\left[1-e^{-(r-r_c)/b}\right].
\]

With \(t=0\) at closest approach, its solution is

\[
r(t)=r_c+2b\ln\cosh\frac{vt}{2b}.
\]

Indeed \(\dot r=v\tanh(vt/2b)\), while the exponential equals \(\operatorname{sech}^2(vt/2b)\). Since \(\ln\cosh z\to|z|-\ln2\) for large \(|z|\), the motion approaches \(r=R+v|t|\), which is that of hard spheres with

\[
R=r_c-2b\ln2=b\ln\frac{A}{2E}. \tag{12}
\]

The diameter falls with energy. Setting \(D=2R\) gives the energy below which this model focuses,

\[
E_f=\frac A2\,e^{-D/2b}. \tag{13}
\]

Using \(r_c\) as the diameter instead would give \(2Ae^{-D/2b}\), four times as much.

**Oblique collisions.** Let the target lie a small distance \(p\) below the incident line. Radial motion changes only at order \(p^2\). Conservation of angular momentum makes the line of centres turn at the rate \(pv/r^2\). Up to closest approach it turns through

\[
\varphi=p\int_0^\infty\frac{v\,dt}{r^2}.
\]

By symmetry the total turn is \(2\varphi\), and the target leaves at \(\varphi\) to the incident line. For hard spheres \(r=R+vt\), so \(\varphi=p/R\). The soft path lies farther out by \(2b\ln(1+e^{-vt/b})\). To leading order this changes the integral by

\[
-\frac{2}{R^3}\int_0^\infty 2b\ln(1+e^{-vt/b})\,v\,dt
=-\frac{4b^2}{R^3}\,\frac{\pi^2}{12},
\]

where \(\int_0^\infty\ln(1+e^{-u})du=\pi^2/12\). Thus

\[
\varphi=\frac pR(1-\varepsilon),\qquad
\varepsilon=\frac{\pi^2b^2}{3R^2}. \tag{14}
\]

The outgoing line is also displaced. Measure \(x\) along the incident direction, with the target's site at \(x=D\) to first order, and \(y\) upwards from the incident line. At late times the line of centres has turned through \(2\varphi-p/r\), so its lateral component is \(-2\varphi r+p\). The centre of mass stays at \(y=-p/2\). The target is half the relative vector ahead of it, at \(y=-\varphi r\), where \(r=R+x-D\). Extrapolated back to \(x=D\), its path passes through \(y=-\varphi R=-p+\varepsilon p\), a distance \(\varepsilon p\) above its site.

Both changes are second order in \(b/R\), so (12) is the correct leading-order diameter for separate collisions. They also correct the hop factor. Let \(\alpha_n\) be the signed angle and \(y_n\) the offset of the path at its site. Then \(p=D\alpha_n+y_n\), and

\[
\alpha_{n+1}=\alpha_n-\frac{(1-\varepsilon)(D\alpha_n+y_n)}R,
\qquad y_n\simeq\varepsilon D\alpha_{n-1}\simeq-\frac{\varepsilon D\alpha_n}{\Lambda}.
\]

Keeping first order in \(\varepsilon\), the magnitude shrinks by

\[
\lambda=\Lambda-\varepsilon a-\frac{\varepsilon a}{\Lambda}
=\Lambda-\frac{\varepsilon a^2}{\Lambda}. \tag{15}
\]

At this order, softness improves focusing. The result assumes that one collision ends before the next begins, hence \(D-R\gg b\).

A row integrated from Newton's equations tests this limit. With \(D=0.256\) nm, \(b=0.0005\) nm and \(r_c=0.150\) nm, the hard-sphere factor is 0.71459. Equation (15) lowers it by 0.00015, and the integrated row gives 0.71444.

## Example: a 10 eV recoil in a copper-like row

An ion from a plasma can leave a surface atom of an electrode with a recoil energy of order 10 eV. Rough values for a close-packed copper row are \(D=0.256\) nm, \(A=20\) keV and \(b=0.020\) nm. Equation (12) gives

\[
R=0.020\ \text{nm}\times\ln\frac{20000}{2\times10}=0.138\ \text{nm},
\qquad \frac DR=1.853,\qquad \Lambda=0.853 .
\]

The hard-sphere row focuses, though weakly, up to \(\theta_c=22.1^\circ\). For a start at \(5^\circ\), equation (7) gives

\[
\theta_1=\arcsin(1.853\sin5^\circ)-5^\circ=4.29^\circ,
\]

against \(4.26^\circ\) from (2). After six hops the angles are \(1.97^\circ\) and \(1.93^\circ\). The positive cubic term in (8) makes the exact focusing slightly slower. The energy is then 9.20 eV, and (11) puts the eventual loss at 0.96 eV. These figures hold \(R\) fixed, although (12) would let it grow slightly as the energy falls.

**Softness.** For these parameters \(b/R=0.145\), and the gap \(D-R=0.118\) nm is about six decay lengths, so neither ratio is extreme. Rows were integrated with the soft repulsion, its pair force shifted to vanish at spacing \(D\) so that the row is initially in balance. The mean factors per hop were:

| \(E\) (eV) | Soft row | Hard spheres, (12) |
|---:|---:|---:|
| 5 | 0.549 | 0.684 |
| 10 | 0.692 | 0.853 |
| 20 | 0.866 | 1.060 |
| 40 | 1.080 | 1.318 |
| 80 | 1.347 | 1.651 |

At 10 eV the hard-sphere factor is too high by 0.16. Equation (15) has the right sign but overcorrects, giving about 0.58. It leaves out higher orders in \(b/R\), the shift of the pair force and any overlap of successive collisions; the table does not separate their shares.

The difference matters for the focusing energy. Equation (13) gives 16.6 eV, and the closest-approach diameter gives 66.5 eV. The soft row changes from focusing to defocusing between 20 and 40 eV. At 20 eV, therefore, the condition \(D<2R\) with (12) gives the wrong verdict for this soft row. The theorem remains true of hard spheres; what fails is the replacement of these atoms by them.

**Thermal displacements.** Let the sites be displaced sideways by \(y_n\), now a thermal displacement. At contact the striker is at height \(y_n+(D-R)\alpha_n\), so the tilt of the line of centres gives

\[
\alpha_{n+1}=-\Lambda\alpha_n+\frac{y_{n+1}-y_n}{R}. \tag{16}
\]

For independent displacements of rms size \(u\), the rms kick is \(\sqrt2\,u/R\). A Debye estimate at 300 K, with a rough Debye temperature of 340 K, gives \(u=0.0079\) nm and a kick of \(4.6^\circ\), nearly as large as the starting angle.

Successive kicks share a displacement. To include this, set \(\beta_n=\alpha_n-y_n/R\). Equation (16) becomes \(\beta_{n+1}=-\Lambda\beta_n-(1+\Lambda)y_n/R\), in which \(\beta_n\) and \(y_n\) are independent. The stationary variances are

\[
\langle\beta^2\rangle=\frac{(1+\Lambda)^2}{1-\Lambda^2}\frac{u^2}{R^2}
=\frac{1+\Lambda}{1-\Lambda}\frac{u^2}{R^2},\qquad
\langle\alpha^2\rangle=\langle\beta^2\rangle+\frac{u^2}{R^2}
=\frac{2}{1-\Lambda}\frac{u^2}{R^2}.
\]

At fixed energy the linear recursion (16) therefore settles at an rms angle of \(4.6^\circ/\sqrt{0.147}\approx12^\circ\), instead of approaching zero. This measures the size of the disturbance; it is not a lasting state of the hard-sphere row. The \(12^\circ\) refers to one transverse axis. A real row is displaced along two, so the rms angle to the row is \(\sqrt2\) larger, about \(17^\circ\). The limiting angle \(\theta_c=22.1^\circ\) is then only about 1.3 rms angles away, and larger angles are defocused, so in a long row chance excursions can end the sequence. Positive correlation between neighbouring displacements would reduce the kicks. One hop takes about 21 fs, against a Debye period of 141 fs, so frozen atoms are a fair first estimate, but not an exact one. A struck atom also keeps its own thermal velocity across the line of centres. The rms value per axis, \(\sqrt{k_{\mathrm B}T/m}\approx0.20\) km/s, is 3.6 per cent of the recoil speed of 5.5 km/s. This adds about \(2^\circ\) in quadrature and raises the kick from \(4.6^\circ\) to about \(5.0^\circ\).

**Neighbouring rows and the real metal.** In an unrelaxed fcc lattice with the same repulsion, moving an atom from its site to the contact point costs about 0.7 eV against neighbouring rows. The striker nearly stops there. If this energy is not passed on, six hops at this fixed cost lose about 4.3 eV, much more than the 0.8 eV lost in the isolated hard-sphere row with its atoms exactly on their sites. That 0.8 eV does not include thermal displacements. By (5), each hop passes on only the squared cosine of the angle between the incident direction and the line of centres. With independent displacements of \(u=0.0079\) nm and fixed \(R\), the hard-sphere row itself loses several eV in six hops, comparable with the cost of the neighbouring rows. A real 10 eV sequence should then be short, and the rms angle need not reach the \(12^\circ\) of the linear estimate.

The repulsion parameters are also uncertain. Raising \(b\) by 10 per cent, with \(A\) and \(D\) fixed, multiplies \(E_f\) in (13) by about 1.8. Cohesive attraction, electronic energy loss, the free surface and the motion of neighbouring rows are outside all these estimates. The model thus supports focusing of low-energy recoils along close-packed rows, but not a precise focusing energy or range for copper. The computed values are collected in the numerical output.

## Calculated quantities

```
Site spacing D: 0.256 nm
Repulsion strength A: 20000 eV
Repulsion decay length b: 0.020 nm
Recoil energy E: 10.0 eV
Starting angle: 5.00 deg
Closest approach, formula: 0.16588 nm
Closest approach, dynamics: 0.16588 nm
Effective diameter R, formula: 0.13816 nm
Effective diameter R, dynamics: 0.13816 nm
Ratio D/R: 1.8530
Ratio b/R: 0.1448
Gap D-R: 0.1178 nm
Small-angle factor D/R-1: 0.8530
Limiting angle: 22.11 deg
Focusing energy, effective R: 16.62 eV
Focusing energy, closest approach: 66.46 eV
Hop 0: exact 5.000 deg, linear 5.000 deg
Hop 1: exact 4.294 deg, linear 4.265 deg
Hop 2: exact 3.681 deg, linear 3.638 deg
Hop 3: exact 3.151 deg, linear 3.103 deg
Hop 4: exact 2.695 deg, linear 2.647 deg
Hop 5: exact 2.303 deg, linear 2.258 deg
Hop 6: exact 1.968 deg, linear 1.926 deg
Hard-row energy after 6 hops: 9.197 eV
Small-angle total energy loss: 0.960 eV
Stiff row factor, dynamics: 0.71444
Stiff row factor, hard spheres: 0.71459
Soft row: factor per hop, and peak energy of atom 8
E 5 eV: soft 0.549, hard 0.684, peak 3.92 eV
E 10 eV: soft 0.692, hard 0.853, peak 8.35 eV
E 20 eV: soft 0.866, hard 1.060, peak 17.53 eV
E 40 eV: soft 1.080, hard 1.318, peak 36.34 eV
E 80 eV: soft 1.347, hard 1.651, peak 74.64 eV
Temperature: 300 K
Debye temperature: 340 K
Atomic mass: 63.5 u
Rms displacement per axis: 0.00785 nm
Rms thermal kick per hop: 4.60 deg
Side-row energy cost at contact: 0.717 eV
Hop time: 21.4 fs
Debye period: 141.2 fs
```
